\section*{Lowest-order Fröhlich shift of a band edge in anisotropic polar crystals, part 2}

The problem is the zero-temperature shift $\Delta E$ of a conduction-band minimum, for one electron in a polar insulator, at lowest order in its coupling to optical phonons. Hartree atomic units ($\hbar=m_e=e=1$) and Gaussian electrostatics are used. The crystal has volume $V$ and $N$ cells of volume $\Omega_0$; $d\hat q$ is the element of solid angle, and $\sum_{\mathbf q}\to V(2\pi)^{-3}\int q^2dq\,d\hat q$. For an isotropic mass $m$, one longitudinal frequency $\omega$, and dielectric constants $\varepsilon_\infty$ (clamped ions) and $\varepsilon_0$ (relaxed ions), the coupling is
\begin{equation}
|g_{\mathbf q}|^2=\frac{2\pi\omega}{Vq^2\varepsilon^*},\qquad \frac1{\varepsilon^*}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.
\label{eq:giso}
\end{equation}
With Bloch overlaps set to one, second-order perturbation theory gives
\begin{equation}
\Delta E=-\sum_{\mathbf q}\frac{|g_{\mathbf q}|^2}{\omega+q^2/2m}.
\label{eq:second}
\end{equation}
\begin{equation}
\int_0^\infty\frac{dq}{\omega+q^2/2m}=\frac{\sqrt{2m\omega}}{\omega}\int_0^\infty\frac{dx}{1+x^2}=\frac{\pi}{2}\sqrt{\frac{2m}{\omega}} .
\label{eq:radial}
\end{equation}
\begin{equation}
\Delta E=-\frac{4\pi}{8\pi^3}\cdot\frac{2\pi\omega}{\varepsilon^*}\cdot\frac{\pi}{2}\sqrt{\frac{2m}{\omega}}
=-\frac{\omega}{2\varepsilon^*}\sqrt{\frac{2m}{\omega}}=-\alpha\omega,\qquad \alpha=\frac1{\varepsilon^*}\sqrt{\frac{m}{2\omega}} .
\label{eq:iso}
\end{equation}
In a general crystal, atoms $\kappa$ of mass $M_\kappa$ have displacements $u_{\kappa\beta}$, Born charges $Z^*_\kappa$ and force constants $\Phi$ at zero macroscopic field. In a field $\mathbf E$, with ionic polarisation $\mathbf P$,
\begin{equation}
P_\alpha=\frac1{\Omega_0}\sum_{\kappa\beta}Z^*_{\kappa,\alpha\beta}u_{\kappa\beta},\qquad
M_\kappa\ddot u_{\kappa\beta}=-\sum\Phi_{\kappa\beta,\kappa'\beta'}u_{\kappa'\beta'}+\sum_\alpha E_\alpha Z^*_{\kappa,\alpha\beta}.
\label{eq:eom}
\end{equation}
Let $w_{\kappa\beta}=\sqrt{M_\kappa}\,u_{\kappa\beta}$, $D^0=\Phi_{\kappa\beta,\kappa'\beta'}/\sqrt{M_\kappa M_{\kappa'}}$, $z_{\kappa\beta}=\sum_\alpha\hat q_\alpha Z^*_{\kappa,\alpha\beta}/\sqrt{M_\kappa}$ and $\varepsilon(\hat q)=\hat q\cdot\varepsilon\cdot\hat q$ for any dielectric tensor. Then $\ddot w=-D(\hat q)w$ with
\begin{equation}
D(\hat q)=D^0+c\,zz^{T},\qquad c=\frac{4\pi}{\Omega_0\,\varepsilon_\infty(\hat q)} .
\label{eq:D}
\end{equation}
Its orthonormal eigenvectors $e_j$ have eigenvalues $\omega_j^2$. Rigid translations are uncoupled zero modes; $j$ runs over optical modes, on which $D^0$ is positive. The polarity $p_{j,\alpha}=\sum_{\kappa\beta}Z^*_{\kappa,\alpha\beta}e_{\kappa\beta,j}/\sqrt{M_\kappa}$ obeys $\hat q\cdot\mathbf p_j=z\cdot e_j$, and the dipole vertex is
\begin{equation}
g_{\mathbf qj}=\frac{4\pi i}{\Omega_0\sqrt{2N\omega_j}}\,\frac{\hat q\cdot\mathbf p_j}{q\,\varepsilon_\infty(\hat q)},\qquad
|g_{\mathbf qj}|^2=\Bigl(\frac{4\pi}{\Omega_0}\Bigr)^2\frac{1}{2N\omega_jq^2}\Bigl(\frac{\hat q\cdot\mathbf p_j}{\varepsilon_\infty(\hat q)}\Bigr)^2 .
\label{eq:g}
\end{equation}

Let the band have a non-degenerate minimum with $E(\mathbf k)=\tfrac12\mathbf k\cdot m^{-1}\cdot\mathbf k$, measured from the minimum, where $m^{-1}$ is the positive inverse-mass tensor. Along a ray this is $q^2/2m(\hat q)$ with
\begin{equation}
\frac1{m(\hat q)}=\hat q\cdot m^{-1}\cdot\hat q .
\end{equation}
It is the inverse tensor that is projected, because it is the recoil energy that enters the denominator. Scattering to other valleys is left out. This supposes that they are separated by wavevectors of the size of the Brillouin zone, where the $1/q$ vertex has no special weight; minima that lie close together are outside the model. Equation~\eqref{eq:second} with a sum over modes, $V=N\Omega_0$ and Eq.~\eqref{eq:radial} on each ray gives
\begin{align}
\Delta E&=-\frac{N\Omega_0}{8\pi^3}\sum_j\int d\hat q\,\frac{16\pi^2}{\Omega_0^2}\frac{1}{2N\omega_j}\Bigl(\frac{\hat q\cdot\mathbf p_j}{\varepsilon_\infty}\Bigr)^2\int_0^\infty\frac{dq}{\omega_j+q^2/2m(\hat q)}\nonumber\\
&=-\frac{1}{\pi\Omega_0}\sum_j\int d\hat q\,\frac{1}{\omega_j}\Bigl(\frac{\hat q\cdot\mathbf p_j}{\varepsilon_\infty}\Bigr)^2\frac{\pi}{2}\sqrt{\frac{2m(\hat q)}{\omega_j}} .
\end{align}
In the second line $16\pi^2/(8\pi^3\cdot2)=1/\pi$ was used and $N$ cancelled. The remaining constants are $(1/\pi)(\pi/2)\sqrt2=1/\sqrt2$. With the angular average $\langle f\rangle=\int f\,d\hat q/4\pi$ the generalised Fr\"ohlich shift is
\begin{equation}
\Delta E=-\frac{4\pi}{\sqrt2\,\Omega_0}\sum_j\Bigl\langle \frac{m(\hat q)^{1/2}}{\omega_j(\hat q)^{3/2}}\Bigl(\frac{\hat q\cdot\mathbf p_j(\hat q)}{\varepsilon_\infty(\hat q)}\Bigr)^2\Bigr\rangle .
\label{eq:main}
\end{equation}
The polarity enters through its projection on $\hat q$, divided by the directional dielectric constant, and the factor $\omega_j^{-3/2}$ also varies with direction; all of these stay inside the average unless symmetry makes them constant. Within a degenerate set of modes the sum of $(z\cdot e_j)^2$ is the squared length of the projection of $z$ on that subspace, so the result does not depend on the choice of basis.

The upper limit of the radial integral was sent to infinity although the zone is finite. A spherical cutoff $q_c$ replaces $\pi/2$ in Eq.~\eqref{eq:radial} by $\arctan(q_c/\sqrt{2m\omega_j})$, so each ray keeps the fraction
\begin{equation}
\frac2\pi\arctan\frac{q_c}{\sqrt{2m(\hat q)\omega_j}}\simeq1-\frac2\pi\frac{\sqrt{2m(\hat q)\omega_j}}{q_c},
\label{eq:cut}
\end{equation}
where $\arctan x=\pi/2-\arctan(1/x)\simeq\pi/2-1/x$ for large $x$. The loss falls only as $1/q_c$. It comes from the region where neither the parabolic band nor the dipole vertex is reliable, so it measures how much of the shift the model draws from that region, and is neither a correction to be applied nor a bound on the error. A band that bends below the parabola there, for example, has a smaller recoil energy, which at an unchanged vertex makes the shift larger in magnitude, whereas an overlap of the Bloch functions below one makes it smaller. The other conditions are as follows. At a degenerate band edge the electron scatters between bands with overlaps that depend on direction even as $q\to0$, and Eq.~\eqref{eq:second} is replaced by a matrix problem in the degenerate space. Free carriers screen the $1/q$ vertex, so the result is for a single electron in an insulator. And the expansion in $g$ is certainly controlled when $|\Delta E|$ is small against the phonon energies, since the neglected term is of fourth order in $g$ and so of relative order $\alpha$. This condition is sufficient but not necessary, because the coefficient is small: for one mode and an isotropic mass the known next term, not derived here, is $-0.0159\,\alpha^2\omega$.

The strengths of the modes are tied to the dielectric function. A uniform field of frequency $\omega$ drives the ions, by Eq.~\eqref{eq:eom}, according to $(D^0-\omega^2)w_{\kappa\beta}=\sum_\alpha E_\alpha Z^*_{\kappa,\alpha\beta}/\sqrt{M_\kappa}$. Solving for $w$ on the optical subspace, forming $\mathbf P$, and projecting $\varepsilon_\infty+4\pi\,\partial\mathbf P/\partial\mathbf E$ on $\hat q$ from both sides gives, at imaginary frequency $\omega=i\nu$,
\begin{equation}
\varepsilon(\hat q,i\nu)=\varepsilon_\infty(\hat q)+\frac{4\pi}{\Omega_0}s=\varepsilon_\infty(\hat q)\,(1+cs),\qquad s=z^TK^{-1}z,\quad K=D^0+\nu^2 .
\end{equation}
The static constant is $\varepsilon_0(\hat q)=\varepsilon(\hat q,0)$. Now let $x=(D+\nu^2)^{-1}z$, so that $Kx+c\,z\,(z\cdot x)=z$. Then $x=(1-c\,z\cdot x)K^{-1}z$, and the scalar product with $z$ gives $z\cdot x=s\,(1-c\,z\cdot x)$, that is $z\cdot x=s/(1+cs)$, the Sherman--Morrison formula for this case. In the eigenbasis of $D$ the same number is $\sum_j(z\cdot e_j)^2/(\omega_j^2+\nu^2)$. Multiply by $c/\varepsilon_\infty$, define the strengths $A_j=(4\pi/\Omega_0)(\hat q\cdot\mathbf p_j/\varepsilon_\infty)^2\ge0$, and use $cs/(1+cs)=1-\varepsilon_\infty/\varepsilon$:
\begin{equation}
\sum_j\frac{A_j(\hat q)}{\omega_j^2(\hat q)+\nu^2}=\frac{1}{\varepsilon_\infty(\hat q)}-\frac1{\varepsilon(\hat q,i\nu)} .
\label{eq:sum}
\end{equation}
Both sides are rational functions of $\nu^2$, so the identity continues to real frequencies. The left side has a pole at each $\omega_j$ with $A_j\neq0$, and the coupled modes are therefore the zeros of $\varepsilon(\hat q,\omega)$, with $A_j$ fixed by the residue of $1/\varepsilon$. At $\nu=0$ the weights $W_j=A_j/\omega_j^2$ add up to $1/\varepsilon^*(\hat q)=1/\varepsilon_\infty(\hat q)-1/\varepsilon_0(\hat q)$. Since Eq.~\eqref{eq:g} reads $|g_{\mathbf qj}|^2=2\pi A_j/(V\omega_jq^2)$, this says $\sum_j|g_{\mathbf qj}|^2/\omega_j=2\pi/(Vq^2\varepsilon^*(\hat q))$, the energy balance of Eq.~\eqref{eq:giso} for many modes, which confirms the normalisation of the vertex.

In terms of the weights, Eq.~\eqref{eq:main} is
\begin{equation}
\Delta E=-\sum_j\Bigl\langle\sqrt{m/2}\;A_j\,\omega_j^{-3/2}\Bigr\rangle=-\sum_j\Bigl\langle\sqrt{m\,\omega_j/2}\;W_j\Bigr\rangle .
\label{eq:weights}
\end{equation}
The total weight in each direction is fixed by the two dielectric tensors, and the phonon spectrum decides only how it is shared among frequencies. If all coupled modes lie between $\omega_{\min}$ and $\omega_{\max}$, the non-negativity of $W_j$ gives
\begin{equation}
\sqrt{\omega_{\min}/2}\,\bigl\langle\sqrt m/\varepsilon^*\bigr\rangle\le|\Delta E|\le\sqrt{\omega_{\max}/2}\,\bigl\langle\sqrt m/\varepsilon^*\bigr\rangle .
\label{eq:bounds}
\end{equation}
At fixed weight a softer mode contributes less energy, as $\sqrt{\omega_j}$, while the ratio of that energy to $\omega_j$ grows as $\omega_j^{-1/2}$, so among modes of equal weight perturbation theory fails first for the softest.

The directional eigenmodes can be eliminated altogether. With $\nu=\omega t^2$,
\begin{equation}
\int_0^\infty\frac{\nu^{-1/2}d\nu}{\omega^2+\nu^2}=\frac{2}{\omega^{3/2}}\int_0^\infty\frac{dt}{1+t^4}.
\end{equation}
The change $t\to1/t$ shows that $\int_0^\infty dt/(1+t^4)=\int_0^\infty t^2dt/(1+t^4)$, so twice the integral is $\int_0^\infty(1+t^2)\,dt/(1+t^4)=\int_0^\infty(1+t^{-2})\,dt/(t^2+t^{-2})$. With $y=t-1/t$, $dy=(1+t^{-2})dt$ and $t^2+t^{-2}=y^2+2$, this is $\int_{-\infty}^\infty dy/(y^2+2)=\pi/\sqrt2$. Hence $\omega^{-3/2}=(\sqrt2/\pi)\int_0^\infty\nu^{-1/2}d\nu/(\omega^2+\nu^2)$, and Eqs.~\eqref{eq:weights} and \eqref{eq:sum} combine into
\begin{equation}
\Delta E=-\frac1\pi\Bigl\langle\sqrt{m(\hat q)}\int_0^\infty\frac{d\nu}{\sqrt\nu}\Bigl[\frac1{\varepsilon_\infty(\hat q)}-\frac1{\varepsilon(\hat q,i\nu)}\Bigr]\Bigr\rangle .
\label{eq:imag}
\end{equation}
Within the model the shift depends on the lattice only through the infrared dielectric tensor. For a triclinic model with three atoms, six optical modes, non-diagonal Born charges and mass and dielectric tensors with different principal axes, the numerical check finds $-0.00205716$ Ha from Eq.~\eqref{eq:main}, $-0.00205716$ Ha from Eq.~\eqref{eq:imag}, and $-0.00205715$ Ha from the second-order sum integrated on a three-dimensional Cartesian grid with no radial integration.

In a cubic crystal $\varepsilon(\omega)$ is a scalar. The right side of Eq.~\eqref{eq:sum} is then independent of $\hat q$, and so are its poles and residues, the coupled $\omega_j$ and the $A_j$. Only the mass remains in the average. For two atoms per cell on sites of cubic or tetrahedral symmetry, $Z^*_1=-Z^*_2=Z^*$ is a scalar and the optical vectors orthogonal to the translations are $e_1=\sqrt{M_2/M}\,\mathbf n$, $e_2=-\sqrt{M_1/M}\,\mathbf n$ with $M=M_1+M_2$ and $\mathbf n$ a unit vector. Their polarity is $\mathbf p=p\,\mathbf n$ with $p=Z^*(M_2+M_1)/\sqrt{MM_1M_2}=Z^*/\sqrt{\mu_r}$, where $\mu_r=M_1M_2/M$ is the reduced mass. On this three-dimensional space $D=\omega_{\rm TO}^2+cp^2\hat q\hat q^T$, which has two uncoupled transverse modes and one longitudinal mode with
\begin{equation}
\omega_{\rm LO}^2=\omega_{\rm TO}^2+\frac{4\pi p^2}{\Omega_0\varepsilon_\infty},\qquad
\varepsilon_0=\varepsilon_\infty+\frac{4\pi p^2}{\Omega_0\omega_{\rm TO}^2}=\varepsilon_\infty\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2},
\label{eq:LST}
\end{equation}
the last equality being the Lyddane--Sachs--Teller relation. The single coupled mode carries the whole weight $1/\varepsilon^*$, and Eq.~\eqref{eq:weights} gives
\begin{equation}
\Delta E=-\alpha\,\omega_{\rm LO},\qquad\alpha=\frac{\langle\sqrt m\rangle}{\varepsilon^*\sqrt{2\omega_{\rm LO}}},
\label{eq:cubic}
\end{equation}
which is Eq.~\eqref{eq:iso} with $\sqrt m$ replaced by its average over directions.

A cubic crystal can still have an anisotropic mass when the minimum lies away from the zone centre. On a threefold or fourfold axis the mass tensor has a longitudinal value $m_l$ along the axis and a transverse value $m_t$, and the surfaces of constant energy are spheroids. With $\mu=\cos\theta$ measured from the axis,
\begin{equation}
\frac1{m(\mu)}=\frac{1-\mu^2}{m_t}+\frac{\mu^2}{m_l}=\frac{1-e^2\mu^2}{m_t},\qquad e^2=1-\frac{m_t}{m_l}.
\end{equation}
For $m_l>m_t$ the spheroid is prolate and $e$ is its eccentricity. The azimuth drops out and the integrand is even in $\mu$, so $\langle f\rangle=\int_0^1f\,d\mu$. The substitution $e\mu=\sin\chi$ makes $d\mu/\sqrt{1-e^2\mu^2}=d\chi/e$. For the oblate case $m_t>m_l$ put $e^2=-\kappa^2$ and $\kappa\mu=\sinh\chi$, which makes $d\mu/\sqrt{1+\kappa^2\mu^2}=d\chi/\kappa$. Therefore
\begin{equation}
\langle\sqrt m\rangle=\sqrt{m_t}\,\frac{\arcsin e}{e}\quad(m_l>m_t),\qquad
\langle\sqrt m\rangle=\sqrt{m_t}\,\frac{\operatorname{arsinh}\kappa}{\kappa}\quad\Bigl(\kappa^2=\frac{m_t}{m_l}-1>0\Bigr).
\label{eq:spheroid}
\end{equation}
For weak anisotropy, $(1-e^2\mu^2)^{-1/2}=1+\tfrac12e^2\mu^2+\tfrac38e^4\mu^4+\dots$ integrates to $\sqrt{m_t}\,(1+e^2/6+3e^4/40+\dots)$, for either sign of $e^2$. For $m_l\to\infty$, $e\to1$ and the average tends to the finite value $(\pi/2)\sqrt{m_t}$. The reason is visible in the integrand: it becomes $\sqrt{m_t}/\sin\theta$, the divergence along the axis is cancelled by the solid-angle factor $\sin\theta\,d\theta$, and $\int_0^{\pi/2}d\theta=\pi/2$. A single heavy direction raises the shift above its value for an isotropic mass $m_t$ by a factor that stays below $\pi/2$, since $\arcsin e/e$ increases with $e$ term by term. For $m_t\to\infty$ a whole plane is heavy. Then $\sqrt{m_t}/\kappa\to\sqrt{m_l}$ and $\operatorname{arsinh}\kappa=\ln(\kappa+\sqrt{1+\kappa^2})\to\ln2\kappa$, so the average grows as $\sqrt{m_l}\ln(2\sqrt{m_t/m_l})$; here the integrand is $\sqrt{m_l}/\mu$, cut off at $\mu\sim1/\kappa$. This growth comes from rays with large $m(\hat q)$, and by Eq.~\eqref{eq:cut} it is meaningful only while $\sqrt{2m_t\omega}\ll q_c$.

For three different principal masses the average is a one-dimensional integral. Let $x_i=1/m_i$ and $a(\mathbf r)=\sum_ix_ir_i^2$, and evaluate $I=\int e^{-r^2}a^{-1/2}d^3r$ in two ways. In spherical coordinates $a^{-1/2}=\sqrt{m(\hat r)}/r$, so $I=4\pi\langle\sqrt m\rangle\int_0^\infty re^{-r^2}dr=2\pi\langle\sqrt m\rangle$. With $a^{-1/2}=\pi^{-1/2}\int_0^\infty\tau^{-1/2}e^{-\tau a}d\tau$, a Gaussian integral in the variable $\sqrt\tau$, the three Cartesian integrals give $\prod_i\sqrt{\pi/(1+\tau x_i)}$, so $I=\pi\int_0^\infty\tau^{-1/2}\prod_i(1+\tau x_i)^{-1/2}d\tau$. Under $\tau=1/t$ the factors become $t^{1/2}$, $t^{3/2}\prod_i(t+x_i)^{-1/2}$ and $dt/t^2$, the powers of $t$ cancel, and
\begin{equation}
\langle\sqrt m\rangle=\frac12\int_0^\infty\frac{dt}{\sqrt{(t+x_1)(t+x_2)(t+x_3)}},
\label{eq:RF}
\end{equation}
which is Carlson's symmetric elliptic integral $R_F(x_1,x_2,x_3)$. Two bounds follow. The function $x^{-1/2}$ is convex and lies above its tangent at $\bar x$, $x^{-1/2}\ge\bar x^{-1/2}-\tfrac12\bar x^{-3/2}(x-\bar x)$. Taking $x=1/m(\hat q)$ and $\bar x=\langle x\rangle=(x_1+x_2+x_3)/3$, from $\langle\hat q_i^2\rangle=1/3$, the linear term averages to zero, and $\langle\sqrt m\rangle\ge\sqrt{m_{\rm cond}}$ with the conductivity mass $m_{\rm cond}=1/\bar x$. For the upper bound let $G=(x_1x_2x_3)^{1/3}$ and expand the product as $t^3+t^2\sum x_i+t\sum_{i<k}x_ix_k+G^3$. The inequality of arithmetic and geometric means gives $\sum x_i\ge3G$ and $\sum_{i<k}x_ix_k\ge3G^2$, so the product is at least $(t+G)^3$, and Eq.~\eqref{eq:RF} is at most $\tfrac12\int_0^\infty(t+G)^{-3/2}dt=G^{-1/2}$. With the density-of-states mass $m_{\rm dos}=(m_1m_2m_3)^{1/3}=1/G$,
\begin{equation}
\sqrt{m_{\rm cond}}\le\langle\sqrt m\rangle\le\sqrt{m_{\rm dos}} .
\label{eq:massbounds}
\end{equation}
For the spheroid $m_{\rm cond}=m_t/(1-e^2/3)$ and $m_{\rm dos}=m_t(1-e^2)^{-1/3}$. The binomial series of their square roots both begin $\sqrt{m_t}(1+e^2/6)$, and their $e^4$ coefficients are $\tfrac38\cdot\tfrac19=\tfrac{15}{360}$ and $\tfrac12\cdot\tfrac16\cdot\tfrac76=\tfrac{35}{360}$, on either side of $\tfrac3{40}=\tfrac{27}{360}$. The three masses thus agree to first order in the anisotropy. They part at strong anisotropy: for $m_l\to\infty$ the upper bound diverges while the average does not.

The lowest-order shift is now available as a directional average over modes, Eq.~\eqref{eq:main}, and as an integral over the infrared dielectric tensor, Eq.~\eqref{eq:imag}, with closed forms and bounds for the mass average in cubic crystals. What remains is to put numbers into these results and to test a closed one-frequency estimate for uniaxial crystals.

Numerical values quoted here were computed with a short program.
